# Valence Character of an Energetic Electron in a Two-Band Kane Model

## Problem

A narrow-gap III-V semiconductor is described by two states at $k=0$: a conduction-edge state $|c\rangle$ and a valence-edge state $|v\rangle$, separated by a gap $G=0.35$ eV. The crystal is uniform, so the wavenumber $k$ is a good quantum number. Energies are counted upward from the conduction edge. At wavenumber $k$ the two states are coupled by a matrix element $Pk$, where $P$ is a constant with the dimension of energy times length:

$$
H=\begin{pmatrix}0 & Pk\\ Pk & -G\end{pmatrix}.
$$

The first row and column belong to $|c\rangle$, the second to $|v\rangle$. We may take $P$ real and positive. If $\langle c|H|v\rangle=|P|e^{i\varphi}k$, replacing $|v\rangle$ by $e^{-i\varphi}|v\rangle$ removes the phase and changes no probability. We also take $k>0$.

An electron in the upper band has energy $E=0.35$ eV above the conduction edge. Its state is $|\psi\rangle=a|c\rangle+b|v\rangle$ with $|a|^2+|b|^2=1$. What is its valence character, defined as $w=|b|^2$?

Two points fix the meaning of the question. First, $w$ measures how much of the valence-edge function is contained in the wavefunction within a unit cell. It is not the probability of finding the electron in the valence band: the electron is wholly in the upper band, whose states at $k\neq0$ are mixtures of the two edge functions. Secondly, the model omits the free-electron kinetic energy, the split-off band and all remote bands. The heavy-hole band is also absent, because it does not couple to $|c\rangle$ at this level of description. The effect of the first two omissions, the free-electron term and the split-off band, is worked out at the end.

## First estimate by scaling

The given quantities are $E$, $G$ and $P$. Since $P$ contains a length and the two energies do not, $P$ cannot enter a dimensionless number formed from these three. The weight $w$ is dimensionless, so it can depend only on $E/G$. Here $E/G=1$, which is neither small nor large, but the two limits on either side are easy to find.

**Small energy.** When $Pk\ll G$, the coupling is a small perturbation. The amplitude mixed in from $|v\rangle$ is the coupling divided by the energy separation, $b\approx Pk/G$. The upper level is pushed up by the square of the coupling divided by the separation. Therefore

$$
w\approx\frac{P^2k^2}{G^2},\qquad E\approx\frac{P^2k^2}{G},
\qquad\text{so that}\qquad w\approx\frac{E}{G}.
$$

**Large energy.** When $Pk\gg G$, the gap can be neglected beside the coupling. The two edge states are then degenerate, and the upper eigenstate is their equal mixture, $(|c\rangle+|v\rangle)/\sqrt2$. Hence $w\approx1/2$.

The two limiting laws meet where $E/G=1/2$, that is, at $E=G/2$. The electron in the problem lies at twice this energy, on the high-energy side of the crossing. The scaling estimate is therefore

$$
w\sim\tfrac12 .
$$

It should be somewhat too high. The remaining gap places $|c\rangle$ above $|v\rangle$, so the upper eigenstate still leans toward $|c\rangle$.

## Exact solution

The eigenvalue equation $H\psi=E\psi$ gives two rows:

$$
Pk\,b=E\,a,\qquad Pk\,a-G\,b=E\,b .
$$

Moving $Gb$ to the right in the second row gives $Pk\,a=(E+G)b$. In the upper band $E+G$ is positive, so we may divide by it:

$$
\frac{b}{a}=\frac{Pk}{E+G}.
$$

Here $a$ cannot vanish: if it did, the first row would also give $b=0$ for $k\neq0$, and there would be no state. Inserting $b$ into the first row and cancelling $a$ gives

$$
\frac{P^2k^2}{E+G}=E
\qquad\Longrightarrow\qquad
E(E+G)=P^2k^2 .
$$

This is the nonparabolic dispersion relation. Its two roots are

$$
E=-\frac G2\pm\sqrt{\frac{G^2}{4}+P^2k^2},
$$

and the plus sign belongs to the conduction band, since it gives $E=0$ at $k=0$.

Now square the amplitude ratio and replace $P^2k^2$ by $E(E+G)$:

$$
\frac{|b|^2}{|a|^2}=\frac{P^2k^2}{(E+G)^2}
=\frac{E(E+G)}{(E+G)^2}=\frac{E}{E+G}.
$$

Normalisation gives $|a|^2=1-w$, so $w/(1-w)=E/(E+G)$. Multiplying out,

$$
w(E+G)=E-wE
\quad\Longrightarrow\quad
w(2E+G)=E
\quad\Longrightarrow\quad
w=\frac{E}{2E+G}.
$$

As the scaling argument required, $P$ has dropped out. For $E=G$,

$$
w=\frac{G}{2G+G}=\frac13 .
$$

The electron has one third valence character and two thirds conduction character.

### The same weight from the motion of the level

There is a second derivation that needs only the dispersion relation, which also follows from $\det(H-E)=0$ without the amplitude ratio. Let the gap change while $k$ and $P$ are held fixed. For a normalised eigenstate $E=\langle\psi|H|\psi\rangle$. When this is differentiated, the terms from the change of $\psi$ add up to $E$ times the derivative of $\langle\psi|\psi\rangle$, which is zero because the norm stays equal to one. What remains is the derivative of $H$ itself. Only the valence diagonal element, $-G$, contains the gap, so

$$
\frac{\partial E}{\partial G}=-|b|^2=-w .
$$

Differentiating $E(E+G)=P^2k^2$ under the same conditions, and writing $E'=\partial E/\partial G$, gives

$$
E'(E+G)+E(E'+1)=0
\quad\Longrightarrow\quad
E'=-\frac{E}{2E+G}.
$$

The two expressions again give $w=E/(2E+G)$. The result has a direct reading: if the valence edge is lowered by 3 meV, this level falls by 1 meV, because one third of the state feels the change.

### Numbers for an InAs-like channel

The gap in the problem is close to that of InAs at room temperature. A rough edge mass for that material is $m^*=0.023\,m_0$, where $m_0$ is the free-electron mass. Near the band edge $E\approx P^2k^2/G$ must equal $\hbar^2k^2/(2m^*)$, so $P^2=\hbar^2G/(2m^*)$. With $\hbar^2/(2m_0)=0.0381$ eV nm²,

$$
P=\sqrt{\frac{0.0381\times0.35}{0.023}}\ \text{eV nm}=0.761\ \text{eV nm}.
$$

At $E=G$ the dispersion relation reads $P^2k^2=2G^2$. Thus $Pk=\sqrt2\,G=0.495$ eV and $k=0.495/0.761=0.650$ nm⁻¹. The amplitude ratio is $b/a=0.495/0.70=0.707$. After normalisation $a=0.8165$ and $b=0.5774$, whose squares are 0.667 and 0.333.

The mixing matters for transport. Consider scattering from $k$ to $-k$ by a potential that is smooth on the scale of a unit cell and acts equally on both edge states. Reversing $k$ reverses the sign of $b/a$, so the overlap of the two cell functions is $a^2-b^2=2/3-1/3=1/3$. The squared matrix element is then $1/9$ of its value for a pure conduction-edge function, with the same potential and the same $k$. In general the factor is $(1-2w)^2$, which is more sensitive to the model than $w$ itself: with the split-off band and the free-electron term, treated at the end, it is about 0.15 at the same energy, and remote-band terms of plausible size for InAs can place it anywhere from about 0.08 to 0.19. Nor is this factor the whole change in the scattering rate, which also depends on the density of states.

## Comparison of the estimate with the solution

The estimate $1/2$ is 50% above the exact $1/3$, and it errs in the expected direction. The reason becomes clear when the exact result is inverted:

$$
\frac1w=2+\frac GE .
$$

The first term alone gives the high-energy limit $w=1/2$, and the second alone gives the low-energy limit $w=E/G$. The reciprocals of the two limits add, so the exact weight lies below both. At the crossing, $E=G/2$, both limiting laws give $1/2$ while the exact weight is $1/4$. At $E=G$ the reciprocals are 2 and 1, and their sum is 3.

The same formula shows where each limit may be used. The low-energy law exceeds the exact weight by the factor

$$
\frac{E/G}{E/(2E+G)}=1+\frac{2E}{G}.
$$

The excess is 10% of the exact value at $E=0.05\,G$, or 17.5 meV here. At $E=G$ the law gives 1, three times too much. The high-energy value $1/2$ exceeds the exact weight by the factor $1+G/(2E)$, and its excess falls to 10% only at $E=5G=1.75$ eV. A model with two bands should not be trusted for InAs at such an energy.

The perturbative form $P^2k^2/G^2$ does worse than $E/G$. At the actual wavenumber it equals 2, which cannot be a probability. The two forms agree near the band edge, but they part when $E$ no longer equals $P^2k^2/G$. At this $k$ the parabolic energy would be $P^2k^2/G=2G=0.70$ eV, twice the true energy of the model.

## How far a real channel departs from the model

**Other bands.** The free-electron kinetic energy adds $\hbar^2k^2/(2m_0)$, about $0.0381\times0.650^2=0.016$ eV, to both diagonal elements. This shifts the energy at a given $k$ without changing the eigenvector. At a fixed total energy of 0.35 eV, less energy is therefore left for the mixing. With $P$ readjusted to keep the edge mass, numerical diagonalization gives $w=0.328$.

The split-off band lies lower than the valence edge by a further energy $\Delta$, roughly 0.39 eV in InAs. Two valence states now couple to $|c\rangle$, with strengths $\sqrt{2/3}\,pk$ and $\sqrt{1/3}\,pk$, where $p$ replaces $P$. By the same elimination as before,

$$
E=p^2k^2A,\qquad \frac{w}{1-w}=p^2k^2B=\frac{EB}{A},
$$

$$
A=\frac{2/3}{E+G}+\frac{1/3}{E+G+\Delta},\qquad
B=\frac{2/3}{(E+G)^2}+\frac{1/3}{(E+G+\Delta)^2}.
$$

The ratio $B/A$ is a weighted mean of $1/(E+G)$ and $1/(E+G+\Delta)$. It is smaller than $1/(E+G)$, so the total valence weight must fall. It becomes 0.313. With the free-electron term included as well, diagonalization gives 0.309, about 7% below one third in relative terms.

**Temperature.** The gap of InAs widens on cooling, to roughly 0.42 eV at low temperature. At the same energy of 0.35 eV the two-band formula then gives $w=0.35/(0.70+0.42)\approx0.31$.

**Occupation.** At 300 K the Boltzmann factor for 0.35 eV is $1.3\times10^{-6}$. In a lightly filled band the electron of the problem is therefore a hot one. Filling the two-band model up to this energy with a sharp Fermi edge, two spins per wavevector and the gap kept at 0.35 eV would need a density $k^3/(3\pi^2)=9.3\times10^{18}$ cm⁻³. The split-off band and the free-electron term reduce $k$ at this energy and lower the density to about $7.9\times10^{18}$ cm⁻³. The L valley lies roughly 0.7 eV above the conduction edge, so the electron is still about 0.35 eV below it.

**Electric field.** A field makes $k$ change with time. Take 0.1 MV/cm, which exerts a force of 0.01 eV/nm. This is above the breakdown field of bulk InAs, roughly 0.04 MV/cm, and collisions are left out, so it is a deliberately severe test of the equation and not an operating condition. The time-dependent two-band equation was integrated numerically for an electron that starts in the upper band at $-4k$ and is driven through the band minimum to $+k$, with $k=0.650$ nm⁻¹. It arrives with $w=0.335$ and a share $5.5\times10^{-6}$ in the lower band. So small a share can move $w$ in the third decimal because the two components interfere. The lower-band amplitude is $\sqrt{5.5\times10^{-6}}=0.0023$, and to leading order it can change $w$ by up to $2ab\times0.0023=0.0022$. The value 0.335 belongs to this particular history, since the interference depends on the phase. The share itself is not the fraction that has tunnelled. Two amplitudes add in it. One, of size 0.0023, is the admixture the field induces at $k$ even without a passage through the minimum; it is a quarter cycle out of phase with the upper-band component and leaves $w$ almost unchanged. The other comes from the passage through the minimum, with the Landau-Zener probability $\exp[-\pi G^2/(4PF)]=3.3\times10^{-6}$ for the force $F=0.01$ eV/nm; its amplitude 0.0018 accounts for the shift of 0.0017 in $w$. Because the two interfere, the share swings from about $3\times10^{-7}$ to about $2\times10^{-5}$ when the end point is moved by 2% either way. At the starting point the two-band energy is about 1.8 eV, where the model no longer describes InAs, so the run shows how the two-band equation behaves in a field and does not predict the history of an electron in the real material.

**Impact ionization.** The electron's energy equals the gap, which might seem enough to create an electron-hole pair. Momentum must be conserved too. Measured from midgap, a two-band particle has energy $\sqrt{G^2/4+P^2k^2}$, the length of a vector with components $G/2$ and $Pk$. The final state has two electrons and a hole, whose momenta add up to the initial one. By the triangle inequality their total energy is at least $\sqrt{9G^2/4+P^2k^2}$, which exceeds the initial energy at every $k$. The process is therefore impossible in the two-band model. At $E=G$ the missing energy is $(\sqrt{17}-3)G/2=0.197$ eV.

A real crystal has heavy holes, which can take up momentum at little cost in energy. For a parabolic heavy-hole band of rough mass $0.4\,m_0$, numerical minimisation of the final energy leaves 0.036 eV missing at $E=G$ and puts the threshold at 0.393 eV. The heavy-hole mass of InAs depends on direction, and for masses of $0.33\,m_0$ and $0.62\,m_0$ the threshold is 0.403 and 0.377 eV; the split-off band and the free-electron term lower it by a few meV more. In all these cases the electron is just below it.

**The channel itself.** A thin transistor channel is not uniform across its thickness. Confinement then mixes several wavenumbers, and $w$ varies with position. That change and the effect of strain have not been calculated here. In the uniform crystal, the split-off band and the free-electron term together lower the valence weight from one third to about 0.31. This is the value of the enlarged model, not a two-digit prediction for InAs. Remote bands add further terms in $k^2$, both to the diagonal elements and between the valence states, and they make $w$ depend on the direction of $k$. With coefficients of plausible size for InAs and the edge mass held fixed, they move $w$ by several hundredths in either direction, over a range from about 0.28 to 0.36, which includes one third.
